# Ranking copper, molybdenum and tungsten wires by resistivity times mean free path: test program

```python
"""Resistivity of thin round wires ranked by the product A = rho0*lambda.

Result under test: for a wire of diameter D much smaller than the mean free
path lambda, with a fully diffuse surface, rho tends to A/D. Hence at equal D
the order of rho is the order of A: Mo < Cu < W.
Model: sigma/sigma0 = S(k) = 3 <cos^2(theta) (1 - exp(-l/lambda))>, k = D/lambda,
theta = angle to the wire axis, l = distance back to the wall along the path,
average over all positions in the wire and all directions.
rho0 = bulk resistivity, sigma0 = 1/rho0. SI units inside the program.
"""
import numpy as np
from scipy.optimize import brentq


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# Cross-section of unit radius; nodes are crowded towards the wall.
u, wu = gauss(0, 1, 60)
r = 1 - u**2
w_r = 2 * r * 2 * u * wu
phi_a, w_a = gauss(0, np.pi / 2, 40)
phi_b, w_b = gauss(np.pi / 2, np.pi, 40)
phi = np.concatenate([phi_a, phi_b])
w_phi = np.concatenate([w_a, w_b]) / np.pi
R, P = np.meshgrid(r, phi, indexing="ij")
wall = -R * np.cos(P) + np.sqrt(1 - (R * np.sin(P))**2)
w_plane = np.outer(w_r, w_phi)

# Polar angle; nodes are crowded towards the wire axis.
t, wt = gauss(0, 1, 80)
theta = 0.5 * np.pi * t**3
w_theta = 0.5 * np.pi * 3 * t**2 * wt * np.sin(theta)


def S(k):
    """Conductivity ratio sigma/sigma0 for k = D/lambda."""
    x = 0.5 * k * wall.ravel()[:, None] / np.sin(theta)[None, :]
    inner = -np.expm1(-x) @ (w_theta * np.cos(theta)**2)
    return 3 * float(w_plane.ravel() @ inner)


def rho_wire(A, rho0, D):
    return rho0 / S(D * rho0 / A)


# Geometric averages against their closed forms (unit radius, so D = 2).
mean_s = float(np.sum(w_plane * wall))
mean_angle = float(np.sum(w_theta * np.cos(theta)**2 / np.sin(theta)))
assert abs(mean_s - 4 * 2 / (3 * np.pi)) < 1e-4
assert abs(mean_angle - np.pi / 4) < 1e-6

# Random flights: sampled collisions, wall distance from the 3D geometry.
rng = np.random.default_rng(7)
n_flights = 1_000_000
k_mc = 0.5
pos = rng.uniform(-1, 1, (2, n_flights))
pos = pos[:, np.sum(pos**2, axis=0) < 1]
vel = rng.normal(size=(3, pos.shape[1]))
vel /= np.sqrt(np.sum(vel**2, axis=0))
qa = vel[0]**2 + vel[1]**2
qb = -(pos[0] * vel[0] + pos[1] * vel[1])
qc = np.sum(pos**2, axis=0) - 1
back = (-qb + np.sqrt(qb**2 - qa * qc)) / qa
free = rng.exponential(2 / k_mc, pos.shape[1])
S_mc = 3 * np.mean(vel[2]**2 * np.minimum(free, back)) * k_mc / 2
S_quad = S(k_mc)
# The statistical error of the simulation is about 0.001 or less.
assert abs(S_mc - S_quad) < 0.005

# Thin limit, thick limit and the bound S < k, S < 1.
k_thin, k_thick = 1e-4, 50.0
thin_ratio = S(k_thin) / k_thin
thick_coeff = (1 / S(k_thick) - 1) * k_thick
assert abs(thin_ratio - 1) < 1e-3
assert abs((1 - S(k_thick)) * k_thick - 0.75) < 5e-3
for k in (0.01, 0.1, 0.5, 1.0, 3.0, 10.0):
    assert S(k) < min(k, 1.0)

# Given products and rough bulk resistivities.
nm, muohmcm = 1e-9, 1e-8
A = {"Cu": 6.7e-16, "Mo": 6.0e-16, "W": 8.2e-16}
rho0 = {"Cu": 1.7e-8, "Mo": 5.3e-8, "W": 5.3e-8}
metals = list(A)


def order(values):
    return sorted(values, key=values.get)


# Ranking deep in the thin regime, from the full average.
D_deep = 0.01 * nm
deep = {m: rho_wire(A[m], rho0[m], D_deep) for m in metals}
assert order(deep) == order(A) == ["Mo", "Cu", "W"]

# The size-induced increase keeps this order; W never overtakes Cu.
for D in np.geomspace(0.5, 100, 15) * nm:
    total = {m: rho_wire(A[m], rho0[m], D) for m in metals}
    rise = {m: total[m] - rho0[m] for m in metals}
    assert order(rise) == order(A)
    assert total["W"] > total["Cu"]

# At fixed product A the total resistivity rises with rho0.
trial = [rho_wire(6e-16, x * muohmcm, 5 * nm) for x in (1, 2, 4, 8)]
assert np.all(np.diff(trial) > 0)


# Crossing of the total resistivities of Cu and Mo.
def gap(D_nm):
    D = D_nm * nm
    return (rho_wire(A["Cu"], rho0["Cu"], D)
            - rho_wire(A["Mo"], rho0["Mo"], D))


signs = np.sign([gap(d) for d in np.geomspace(0.1, 100, 40)])
assert np.count_nonzero(np.diff(signs)) == 1
D_cross = brentq(gap, 0.1, 100, xtol=1e-5)
D_sum = (A["Cu"] - A["Mo"]) / (rho0["Mo"] - rho0["Cu"]) / nm
assert gap(0.5 * D_cross) > 0 > gap(2 * D_cross)
margin = (A["Cu"] - A["Mo"]) / (A["Cu"] + A["Mo"])

print("Inputs: product A, rough bulk rho0, and lambda = A/rho0")
for m in metals:
    print(f"{m:2s}: A = {A[m]/1e-16:.1f} e-16 ohm m^2, "
          f"rho0 = {rho0[m]/muohmcm:.1f} muohm cm, "
          f"lambda = {A[m]/rho0[m]/nm:.1f} nm")
print("Surface-limited order, low to high rho:", " < ".join(order(deep)))
for m in metals:
    print(f"A ratio {m}/Cu = {A[m]/A['Cu']:.3f}")
print(f"Equal opposite errors that close Mo-Cu gap: {100*margin:.1f} %")
print(f"Mean wall distance / D = {mean_s/2:.4f}")
print(f"Mean of cos^2/sin = {mean_angle:.4f}")
print(f"S at k = {k_mc}: quadrature {S_quad:.4f}, flights {S_mc:.4f}")
print(f"S/k at k = {k_thin:.0e}: {thin_ratio:.5f}")
print(f"(rho/rho0 - 1)*k at k = {k_thick:.0f}: {thick_coeff:.4f}")
print("Resistivity in muohm cm: limit A/D, then full model")
for d in (1, 2, 5, 10, 20):
    lim = ", ".join(f"{m} {A[m]/(d*nm)/muohmcm:.2f}" for m in metals)
    full = ", ".join(f"{m} {rho_wire(A[m], rho0[m], d*nm)/muohmcm:.2f}"
                     for m in metals)
    print(f"D = {d:2d} nm: A/D: {lim}; model: {full}")
print("Size-induced increase rho - rho0 at D = 10 nm, muohm cm")
for m in metals:
    inc = rho_wire(A[m], rho0[m], 10 * nm) - rho0[m]
    print(f"{m:2s}: {inc/muohmcm:.2f}")
print(f"Mo-Cu crossing, full model: D = {D_cross:.2f} nm")
print(f"Mo-Cu crossing, simple sum rho0 + A/D: D = {D_sum:.2f} nm")
print("OK")
```

Output:

```
Inputs: product A, rough bulk rho0, and lambda = A/rho0
Cu: A = 6.7 e-16 ohm m^2, rho0 = 1.7 muohm cm, lambda = 39.4 nm
Mo: A = 6.0 e-16 ohm m^2, rho0 = 5.3 muohm cm, lambda = 11.3 nm
W : A = 8.2 e-16 ohm m^2, rho0 = 5.3 muohm cm, lambda = 15.5 nm
Surface-limited order, low to high rho: Mo < Cu < W
A ratio Cu/Cu = 1.000
A ratio Mo/Cu = 0.896
A ratio W/Cu = 1.224
Equal opposite errors that close Mo-Cu gap: 5.5 %
Mean wall distance / D = 0.4244
Mean of cos^2/sin = 0.7854
S at k = 0.5: quadrature 0.3209, flights 0.3203
S/k at k = 1e-04: 0.99961
(rho/rho0 - 1)*k at k = 50: 0.7613
Resistivity in muohm cm: limit A/D, then full model
D =  1 nm: A/D: Cu 67.00, Mo 60.00, W 82.00; model: Cu 70.17, Mo 67.91, W 90.37
D =  2 nm: A/D: Cu 33.50, Mo 30.00, W 41.00; model: Cu 36.30, Mo 36.99, W 48.39
D =  5 nm: A/D: Cu 13.40, Mo 12.00, W 16.40; model: Cu 15.78, Mo 18.02, W 22.72
D = 10 nm: A/D: Cu 6.70, Mo 6.00, W 8.20; model: Cu 8.81, Mo 11.52, W 13.92
D = 20 nm: A/D: Cu 3.35, Mo 3.00, W 4.10; model: Cu 5.24, Mo 8.23, W 9.44
Size-induced increase rho - rho0 at D = 10 nm, muohm cm
Cu: 7.11
Mo: 6.22
W : 8.62
Mo-Cu crossing, full model: D = 1.61 nm
Mo-Cu crossing, simple sum rho0 + A/D: D = 1.94 nm
OK
```
